**Arctangent formula for the conductivity of a Debye alloy**

With $\hbar=k_B=1$, the program tests $\kappa=\kappa_0\arctan(u)/u$, where $\kappa_0=\omega_D/(2\pi^2vB)$ and $u^2=A\omega_D^2/B$. Here $v$ is the sound speed, $\omega_D$ the Debye cutoff, $B\omega^2$ the Umklapp rate (a model input) and $A\omega^4$ the mass-disorder rate, with $A=\Omega\Gamma/(4\pi v^3)$, volume per atom $\Omega$ and relative mass variance $\Gamma$. The disorder rate is measured from the decay of plane waves in a lattice of random masses, and the program asserts agreement with the formula within 15 %, a tolerance set by the finite box and the small number of samples. The output shows deviations of up to about 7 % and a measured frequency power of 3.90, against the predicted 4. The conductivity is asserted to agree with an explicit sum over wavevectors within 0.5 %, and with numerical quadrature much more closely. Further assertions cover the weak- and strong-disorder limits, the lower bound from adding resistivities, the temperature exponent, the frequency below which half of the heat flows, and the leading quantum correction to the heat capacity. For the model alloy the conductivity falls from about 38 to about 15 W/(m K).

## Check in Python

```python
"""Thermal conductivity of a Debye alloy (Klemens' arctangent formula).

Result under test, with hbar = k_B = 1 and temperature T an energy:
    kappa = kappa0 * arctan(u) / u,   kappa0 = wD / (2 pi^2 v B),
    u^2 = A wD^2 / B = pi Omega Gamma wD kappa0 / (2 v^2).
Symbols: v sound speed of three equal branches, Omega volume per atom,
wD Debye cutoff, B w^2 Umklapp rate (B = beta T), A w^4 mass-disorder rate
with A = Omega Gamma / (4 pi v^3), Gamma relative mass variance.
Numbers: energies, frequencies and rates in eV, lengths in angstrom;
v means hbar*v in eV angstrom, kappa means hbar*kappa/k_B in eV/angstrom.
"""
import numpy as np
from scipy import constants, fft
from scipy.integrate import quad


def mass_variance(fraction, mass_ratio):
    """Variance of m/mean(m); light mass 1, heavy mass mass_ratio."""
    masses = np.array([1.0, mass_ratio])
    weights = np.array([1.0 - fraction, fraction])
    mean = weights @ masses
    return float(weights @ (1.0 - masses / mean) ** 2)


def disorder_coefficient(volume, gamma, speed):
    return volume * gamma / (4 * np.pi * speed**3)


# ---- Disorder rate from the motion of a lattice with random masses ----
# Units here: lattice spacing, sound speed and mean mass are 1.
def plane_wave_decay(target, fraction, mass_ratio, rng):
    """Return measured decay rate of |amplitude|^2 and the mode frequency."""
    size, dt, t_end, t_fit = 32, 0.2, 45.0, 10.0
    base = 2 * np.pi * np.fft.fftfreq(size)
    # a twisted boundary condition lifts the degeneracy of the modes
    twist = rng.uniform(-0.5, 0.5, 3) * 2 * np.pi / size
    q_squared = ((base + twist[0])[:, None, None] ** 2
                 + (base + twist[1])[None, :, None] ** 2
                 + (base + twist[2])[None, None, :] ** 2)
    frequency = np.sqrt(q_squared)
    candidates = np.argwhere(np.abs(frequency - target) < 0.02)
    mode = tuple(candidates[rng.integers(len(candidates))])
    w = frequency[mode]
    sites = size**3
    masses = np.ones(sites)
    masses[:int(round(fraction * sites))] = mass_ratio
    rng.shuffle(masses)
    inverse_mass = (masses.mean() / masses).reshape(q_squared.shape)
    start = np.zeros(q_squared.shape, dtype=complex)
    start[mode] = sites
    now = fft.ifftn(start)
    before = now * np.exp(1j * w * dt)
    steps = int(round(t_end / dt))
    coefficient = np.empty(steps, dtype=complex)
    for k in range(steps):
        spectrum = fft.fftn(now)
        coefficient[k] = spectrum[mode] / sites
        force = -fft.ifftn(q_squared * spectrum)
        now, before = 2 * now - before + dt**2 * inverse_mass * force, now
    velocity = (coefficient[2:] - coefficient[:-2]) / (2 * dt)
    forward = 0.5 * (coefficient[1:-1] + 1j * velocity / w)
    times = dt * np.arange(1, steps - 1)
    keep = times > t_fit
    slope = np.polyfit(times[keep], np.log(np.abs(forward[keep])**2), 1)[0]
    return -slope, w


rng = np.random.default_rng(2024)
cases = [(1.2, 0.5, 1.2), (1.8, 0.5, 1.2), (1.8, 0.2, 1.1)]
mean_rates = []
print("Random-mass lattice (spacing = speed = 1):")
for target, fraction, mass_ratio in cases:
    runs = [plane_wave_decay(target, fraction, mass_ratio, rng)
            for _ in range(6)]
    gamma_run = mass_variance(fraction, mass_ratio)
    coefficient_run = disorder_coefficient(1.0, gamma_run, 1.0)
    measured = np.mean([r for r, w in runs])
    predicted = np.mean([coefficient_run * w**4 for r, w in runs])
    mean_rates.append(measured)
    print(f" w={target} x={fraction} Gamma={gamma_run:.5f}"
          f" rate={measured:.3e} formula={predicted:.3e}")
    # finite box and few samples leave a statistical error of some percent
    assert abs(measured / predicted - 1) < 0.15
power = np.log(mean_rates[1] / mean_rates[0]) / np.log(1.8 / 1.2)
print(f" measured power of frequency: {power:.2f}")
assert abs(power - 4) < 0.4   # same statistical error, over a short range

# ---- Worked example: round model parameters ----
volume, speed, temperature, beta = 20.0, 0.03, 0.05, 8.0
heavy_fraction, mass_ratio = 0.5, 1.5
q_debye = (6 * np.pi**2 / volume) ** (1 / 3)
w_debye = speed * q_debye
B = beta * temperature
gamma = mass_variance(heavy_fraction, mass_ratio)
A = disorder_coefficient(volume, gamma, speed)


def kappa_quadrature(a, b, upper=w_debye, temp=None):
    """Frequency integral; temp=None means classical heat capacity."""
    def integrand(w):
        if temp is None or w == 0:
            heat = 1.0
        else:
            heat = (0.5 * w / temp / np.sinh(0.5 * w / temp)) ** 2
        return heat / (b + a * w * w)
    marks = None
    if a > 0:
        crossover = np.sqrt(b / a)
        marks = [p for p in (crossover, 10 * crossover, 100 * crossover)
                 if p < upper] or None
    value = quad(integrand, 0, upper, points=marks, limit=400,
                 epsabs=0, epsrel=1e-10)[0]
    return value / (2 * np.pi**2 * speed)


def kappa_closed(a, b):
    u_value = w_debye * np.sqrt(a / b)
    pure = w_debye / (2 * np.pi**2 * speed * b)
    return pure * np.arctan(u_value) / u_value if u_value > 0 else pure


def kappa_mode_sum(n):
    """Sum of v_x^2 tau over wavevectors in the Debye sphere."""
    h = q_debye / n
    x = (np.arange(n) + 0.5) * h
    q2 = (x[:, None, None]**2 + x[None, :, None]**2 + x[None, None, :]**2)
    inside = q2 < q_debye**2
    w2 = speed**2 * q2
    vx2 = speed**2 * x[:, None, None]**2 / q2
    total = np.sum(np.where(inside, vx2 / (B * w2 + A * w2**2), 0.0))
    cell = 8 * h**3 / (2 * np.pi)**3
    return 3 * cell * total, volume * cell * np.count_nonzero(inside)


u = w_debye * np.sqrt(A / B)
phi = np.arctan(u) / u
kappa0 = kappa_closed(0.0, B)
kappa = kappa_closed(A, B)

# explicit mode sum; its leading error is linear in the grid step
coarse, _ = kappa_mode_sum(60)
fine, states_per_atom = kappa_mode_sum(120)
kappa_sum = 2 * fine - coarse
assert abs(states_per_atom - 1) < 5e-3
assert abs(kappa_sum / kappa - 1) < 5e-3
assert abs(kappa_quadrature(A, B) / kappa - 1) < 1e-8

# u obtained from the pure conductivity alone, without B
pure_numeric = kappa_quadrature(0.0, B)
u_from_pure = np.sqrt(np.pi * volume * gamma * w_debye * pure_numeric
                      / (2 * speed**2))
prediction = pure_numeric * np.arctan(u_from_pure) / u_from_pure
assert abs(prediction / kappa_quadrature(A, B) - 1) < 1e-8

# weak disorder: added resistance is the same at two temperatures
weak = 1e-5 * A
added_formula = 2 * np.pi**2 * speed * weak * w_debye / 3
for b in (B, 2 * B):
    added = 1 / kappa_quadrature(weak, b) - 1 / kappa_quadrature(0.0, b)
    assert abs(added / added_formula - 1) < 1e-3

# strong disorder, and growth without bound when Umklapp is removed
kappa_strong = 1 / (4 * np.pi * speed * np.sqrt(A * B))
small_b = 1e-4 * B
strong_numeric = kappa_quadrature(A, small_b)
strong_formula = 1 / (4 * np.pi * speed * np.sqrt(A * small_b))
assert abs(strong_numeric / strong_formula - 1) < 5e-3
growth = kappa_quadrature(A, 1e-6 * B) / strong_numeric
assert abs(growth - 10) < 0.1

# adding resistances gives a lower bound on the conductivity
kappa_series = kappa0 / (1 + u**2 / 3)
for factor in (0.01, 0.1, 1.0, 10.0):
    bound = 1 / (1 / kappa0 + 2 * np.pi**2 * speed * factor * A
                 * w_debye / 3)
    assert kappa_quadrature(factor * A, B) > bound


def temperature_exponent(b):
    s = w_debye * np.sqrt(A / b)
    return 0.5 + s / (2 * (1 + s * s) * np.arctan(s))


temperatures = (0.05, 0.10, 0.20)
for temp in temperatures:
    b, step = beta * temp, 1e-3
    numeric = -(np.log(kappa_quadrature(A, b * np.exp(step)))
                - np.log(kappa_quadrature(A, b * np.exp(-step)))) / (2 * step)
    assert abs(numeric - temperature_exponent(b)) < 1e-5

# frequency below which half of the heat is carried
w_half = w_debye * np.tan(0.5 * np.arctan(u)) / u
half = kappa_quadrature(A, B, upper=w_half) / kappa_quadrature(A, B)
assert abs(half - 0.5) < 1e-8

# leading effect of the quantum heat capacity
reduction = (w_debye**2 / (12 * temperature**2)
             * (1 - phi) / (u**2 * phi))
kappa_quantum = kappa_quadrature(A, B, temp=temperature)
actual_reduction = 1 - kappa_quantum / kappa
assert abs(actual_reduction - reduction) < (w_debye / temperature)**4 / 240

to_si = constants.k * constants.e / constants.hbar / constants.angstrom
umklapp_rate = B * w_debye**2
disorder_rate = A * w_debye**4

print("Model inputs:")
print(f" volume per atom = {volume:.1f} angstrom^3")
print(f" hbar v = {speed:.3f} eV angstrom")
print(f" k_B T = {temperature:.3f} eV")
print(f" beta = {beta:.1f} eV^-2")
print(f" mass ratio = {mass_ratio:.1f}, heavy fraction = {heavy_fraction}")
print("Worked example:")
print(f" Debye wavenumber = {q_debye:.4f} angstrom^-1")
print(f" Debye energy = {w_debye:.5f} eV")
print(f" Gamma = {gamma:.4f}")
print(f" B = {B:.3f} eV^-1")
print(f" A = {A:.1f} eV^-3")
print(f" Umklapp rate at cutoff = {umklapp_rate:.3e} eV")
print(f" disorder rate at cutoff = {disorder_rate:.3e} eV")
print(f" w*tau at cutoff = {w_debye / (umklapp_rate + disorder_rate):.2f}")
print(f" equal-rate energy = {np.sqrt(B / A):.5f} eV")
print(f" u = {u:.4f}, u^2 = {u**2:.3f}")
print(f" arctan(u) = {np.arctan(u):.4f}, arctan(u)/u = {phi:.4f}")
print(f" pure kappa0 = {kappa0:.5f} eV/angstrom")
print(f" alloy kappa = {kappa:.5f} eV/angstrom")
print(f" alloy kappa, mode sum = {kappa_sum:.5f} eV/angstrom")
print(f" pure kappa0 = {kappa0 * to_si:.2f} W/(m K)")
print(f" alloy kappa = {kappa * to_si:.2f} W/(m K)")
print(f" strong-disorder limit = {kappa_strong:.5f} eV/angstrom")
print(f" added-resistance bound = {kappa_series:.5f} eV/angstrom")
print(f" half of heat below = {w_half:.5f} eV")
print(f" as fraction of cutoff = {w_half / w_debye:.4f}")
print(f" quantum reduction, leading = {100 * reduction:.3f} %")
print(f" quantum reduction, integral = {100 * actual_reduction:.3f} %")
print("Heavy fraction, Gamma, u, kappa (eV/angstrom):")
for x in (0.0, 0.01, 0.05, 0.1, 0.25, 0.5, 0.75, 0.9):
    gamma_x = mass_variance(x, mass_ratio)
    a_x = disorder_coefficient(volume, gamma_x, speed)
    print(f" {x:.2f} {gamma_x:.5f} {w_debye * np.sqrt(a_x / B):.3f}"
          f" {kappa_closed(a_x, B):.5f}")
print("k_B T (eV), kappa0, kappa (eV/angstrom), exponent:")
for temp in temperatures:
    b = beta * temp
    print(f" {temp:.2f} {kappa_closed(0.0, b):.5f}"
          f" {kappa_closed(A, b):.5f} {temperature_exponent(b):.3f}")
print("finished without a failed check")
```

Running it gives:

```
Random-mass lattice (spacing = speed = 1):
 w=1.2 x=0.5 Gamma=0.00826 rate=1.416e-03 formula=1.388e-03
 w=1.8 x=0.5 Gamma=0.00826 rate=6.879e-03 formula=6.914e-03
 w=1.8 x=0.2 Gamma=0.00154 rate=1.369e-03 formula=1.279e-03
 measured power of frequency: 3.90
Model inputs:
 volume per atom = 20.0 angstrom^3
 hbar v = 0.030 eV angstrom
 k_B T = 0.050 eV
 beta = 8.0 eV^-2
 mass ratio = 1.5, heavy fraction = 0.5
Worked example:
 Debye wavenumber = 1.4360 angstrom^-1
 Debye energy = 0.04308 eV
 Gamma = 0.0400
 B = 0.400 eV^-1
 A = 2357.9 eV^-3
 Umklapp rate at cutoff = 7.423e-04 eV
 disorder rate at cutoff = 8.120e-03 eV
 w*tau at cutoff = 4.86
 equal-rate energy = 0.01302 eV
 u = 3.3074, u^2 = 10.939
 arctan(u) = 1.2772, arctan(u)/u = 0.3862
 pure kappa0 = 0.18187 eV/angstrom
 alloy kappa = 0.07023 eV/angstrom
 alloy kappa, mode sum = 0.07023 eV/angstrom
 pure kappa0 = 38.15 W/(m K)
 alloy kappa = 14.73 W/(m K)
 strong-disorder limit = 0.08637 eV/angstrom
 added-resistance bound = 0.03914 eV/angstrom
 half of heat below = 0.00967 eV
 as fraction of cutoff = 0.2245
 quantum reduction, leading = 0.899 %
 quantum reduction, integral = 0.884 %
Heavy fraction, Gamma, u, kappa (eV/angstrom):
 0.00 0.00000 0.000 0.18187
 0.01 0.00245 0.819 0.15240
 0.05 0.01130 1.758 0.10899
 0.10 0.02041 2.362 0.09010
 0.25 0.03704 3.183 0.07236
 0.50 0.04000 3.307 0.07023
 0.75 0.02479 2.604 0.08410
 0.90 0.01070 1.711 0.11075
k_B T (eV), kappa0, kappa (eV/angstrom), exponent:
 0.05 0.18187 0.07023 0.608
 0.10 0.09093 0.04536 0.655
 0.20 0.04547 0.02823 0.716
finished without a failed check
```
